\section*{Internal Metals and Lateral Domain Splitting in Ferroelectric Gate Stacks, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the stability condition}

\subsection{What the capacitance condition misses}

A ferroelectric well below its transition has negative stiffness at zero polarization: between shorted electrodes, it polarizes. In a gate stack one hopes to hold it at zero polarization by placing an ordinary capacitor in series, because polarizing the film would then charge that capacitor and cost energy. If the cost is large enough, the state $P=0$ appears stable, and the stack should amplify the gate voltage.

That argument compares $P=0$ with uniformly polarized states and with nothing else. Suppose that a floating metal sheet, the internal metal, separates the ferroelectric from the capacitor. The film can then polarize upward in one half and downward in the other. The metal's own electrons neutralize both halves, no net charge reaches the capacitor, and the stabilizing cost vanishes. In the example treated below, a film 20~nm wide satisfies the capacitance condition with a wide margin, yet the model energy falls by 0.62~eV per nm$^2$ of film when it splits. A designer who trusts the capacitance condition alone designs around a state that the film leaves.

The remaining obstacle to splitting is the energy of the polarization gradient. It wins only in a narrow film, and the task is to find how narrow.

\subsection{Model and conventions}

The algebra uses atomic units, with $4\pi\epsilon_0=1$. The ferroelectric fills $0<z<t$ and $0<x<W$, and nothing depends on $y$ for now. The gate metal lies at $z=0$ and the internal metal at $z=t$. Below the internal metal come an insulator and a semiconductor. The polarization $P$ points along $z$ and is positive toward the internal metal. At first it depends on $x$ alone.

The local energy per volume is
\begin{equation}
u=\frac a2P^2+\frac b4P^4+\frac g2\left(\frac{dP}{dx}\right)^2,
\qquad a<0,\quad b>0,\quad g>0 .
\label{eq:u}
\end{equation}
The equal factors $\tfrac12$ in the first and last terms matter for the final formula. If the energy is instead written as $\alpha P^2+\tfrac12 g(dP/dx)^2$, then $a=2\alpha$ must be inserted.

The rest of the dielectric response of the film is linear, with permittivity $\varepsilon_b$. The displacement, expressed as a charge density, is
\begin{equation}
\mathcal D=\frac{\varepsilon_b}{4\pi}E+P .
\label{eq:D}
\end{equation}
Both metals are ideal: each is an equipotential right up to the face of the ferroelectric. The internal metal is neutral and exchanges no charge with its surroundings.

The gate bias is the one at which $P=0$ is stationary. The film then contains no field and the internal metal induces no charge below it. Potentials are measured from this state, so that the gate and the far side of the stack are both at zero and the battery does no net work when $P$ changes. Let $c$ be the capacitance per area of everything below the internal metal. For a semiconductor it is the differential capacitance at this bias, and the results are then exact to second order in $P$. Statements about finite $P$ take $c$ constant.

\subsection{The metal responds to the mean polarization alone}

Angle brackets denote the average over $0<x<W$. Let the internal metal be at potential $\phi_m$. Since $P$ varies with $x$ but points along $z$, its divergence is zero inside the film. Its bound charge sits on the two faces, against the metals. The potential inside therefore obeys Laplace's equation between two equipotentials, with solution $\phi=\phi_m z/t$ and
\begin{equation}
E=-\frac{\phi_m}{t},
\label{eq:E}
\end{equation}
the same at every $x$, whatever the pattern $P(x)$.

The upper face of the internal metal carries the free charge $-\mathcal D$ per area, because its outward normal points along $-z$. The lower face carries $c\,\phi_m$. Neutrality requires that the averages add to zero:
\begin{equation}
-\left(-\frac{\varepsilon_b}{4\pi t}\phi_m+\langle P\rangle\right)+c\,\phi_m=0 .
\end{equation}
With the background capacitance $c_b=\varepsilon_b/(4\pi t)$ this gives
\begin{equation}
\phi_m=\frac{\langle P\rangle}{c+c_b}.
\label{eq:phim}
\end{equation}

The field energy per area is that of two capacitors, both with voltage $\phi_m$ across them:
\begin{equation}
\frac12c_b\phi_m^2+\frac12c\,\phi_m^2=\frac{\langle P\rangle^2}{2(c+c_b)} .
\label{eq:field}
\end{equation}
The total energy per film area is
\begin{equation}
F=t\left\langle\frac a2P^2+\frac b4P^4+\frac g2P'^2\right\rangle
+\frac{\langle P\rangle^2}{2(c+c_b)} ,
\label{eq:F}
\end{equation}
where the prime denotes $d/dx$. As a check of signs, take $P$ uniform and small. Setting $dF/dP=0$ gives $aP=-P/[t(c+c_b)]$, and by (\ref{eq:E}) and (\ref{eq:phim}) the right side is $E$. This is the expected relation $E=aP$.

Equation (\ref{eq:field}) carries the argument, so it was tested against a two-dimensional numerical solution of Poisson's equation. The profile was $P_0[\tanh 8(\xi-0.3)+0.2\cos5\xi]$ with $\xi=x/W$, in a film twice the critical width found below, with the material values of the example. With the sheet at $z=t$ held to one potential and zero net charge, the field energy was 0.412~eV/nm$^2$, equal to (\ref{eq:field}) within a relative tolerance of $10^{-7}$. With the sheet removed it was 0.747~eV/nm$^2$. The direction of the change is general: charge in a metal moves so as to lower the field energy, and staying neutral everywhere is one of the arrangements open to it.

\subsection{Stiffness of each lateral mode}

The side edges are taken as free, with no surface energy of their own. Varying the gradient term gives
\begin{equation}
\delta\int_0^W\frac g2P'^2dx
=\Big[gP'\,\delta P\Big]_0^W-\int_0^W gP''\,\delta P\,dx .
\label{eq:vary}
\end{equation}
Because $\delta P$ is arbitrary at the edges, a stationary profile has $P'=0$ there. The natural expansion is
\begin{equation}
P(x)=\bar P+\sum_{n\ge1}p_n\cos\frac{n\pi x}{W},
\qquad \langle P\rangle=\bar P .
\label{eq:modes}
\end{equation}
Each cosine averages to zero, different cosines are orthogonal, and the square of each averages to $\tfrac12$. The sines that appear in $P'$ are likewise orthogonal, and their squares also average to $\tfrac12$. Hence
\begin{equation}
\langle P^2\rangle=\bar P^2+\frac12\sum_{n\ge1}p_n^2,\qquad
\langle P'^2\rangle=\frac12\sum_{n\ge1}\left(\frac{n\pi}{W}\right)^2p_n^2 .
\end{equation}
The quadratic part of (\ref{eq:F}) becomes
\begin{equation}
F_2=\frac t2\,s_0\bar P^2+\frac t4\sum_{n\ge1}s_n\,p_n^2 ,
\label{eq:F2}
\end{equation}
with the stiffnesses
\begin{align}
s_0&=a+\frac{1}{t(c+c_b)},\label{eq:s0}\\
s_n&=a+g\left(\frac{n\pi}{W}\right)^2,\qquad n\ge1 .\label{eq:sn}
\end{align}
The capacitance enters $s_0$ and no other stiffness. No choice of insulator or semiconductor can repair a negative $s_1$.

\subsection{The critical width}

The softest nonuniform mode is $n=1$, one half-wave across the film, up on one side and down on the other. The condition $s_1<0$ reads $g\pi^2/W^2<|a|$, or
\begin{equation}
W>W_c,\qquad W_c=\pi\sqrt{\frac{g}{|a|}} .
\label{eq:Wc}
\end{equation}
For $W>W_c$ the state $P=0$ is unstable for every value of $c$.

For $W<W_c$ all $s_n$ with $n\ge1$ are positive, and the quadratic form is positive if and only if $s_0>0$ as well:
\begin{equation}
c+c_b<\frac{1}{|a|\,t} .
\label{eq:match}
\end{equation}
This is the usual capacitance condition. The width bound is thus necessary but not sufficient. A narrow film with too large a capacitance below it polarizes uniformly.

When both conditions hold, $P=0$ is more than a local minimum. The exact energy is $F=F_2+\tfrac14tb\langle P^4\rangle$. Both terms are positive for any nonzero $P$, so $P=0$ is the global minimum. At $W=W_c$ with $s_0>0$, the quadratic cost of the mode $p_1$ is zero and the quartic term alone holds the film at $P=0$. If $b$ were negative, higher powers of $P$ would be needed. The instability above $W_c$ would remain, but stability below it would be guaranteed only locally.

Diagonalizing the second variation on a grid of 160 cells locates the width at which the lowest eigenvalue changes sign. This was done for three values of the mean penalty $1/[t(c+c_b)]$: $1.2|a|$, $2.1|a|$ and $100|a|$. All three gave 2.868~nm, the value of (\ref{eq:Wc}) for the example. With the penalty reduced to $0.5|a|$, a film of width $W_c/2$ was unstable, as (\ref{eq:s0}) requires.

\subsection{The second lateral direction}

Let the film also have a finite length $L$ along $y$, with free edges and gradient coefficients $g_x$ and $g_y$. The modes are products of cosines, with stiffness
\begin{equation}
s_{nm}=a+g_x\left(\frac{n\pi}{W}\right)^2+g_y\left(\frac{m\pi}{L}\right)^2,
\qquad (n,m)\neq(0,0).
\end{equation}
The softest are $(1,0)$ and $(0,1)$, so each side must satisfy its own bound:
\begin{equation}
W<\pi\sqrt{\frac{g_x}{|a|}}\quad\text{and}\quad L<\pi\sqrt{\frac{g_y}{|a|}} .
\end{equation}
A short channel does not help if the ferroelectric is long in the other direction. Diagonalization of a rectangle with $g_y=g_x/10$ confirmed this: with both sides at 0.9 of their own bounds $P=0$ was stable, and with either side raised to 1.1 it was not.

\subsection{Variation through the thickness}

So far $P$ did not depend on $z$. Above $W_c$ this is no restriction, since one energy-lowering pattern is enough to prove instability. Below $W_c$ one must ask whether a pattern $P(x,z)$ could escape. Write $P=Q(z)+R(x,z)$, where $R$ averages to zero over $x$ at each $z$. To second order, the local energies of $Q$ and $R$ add without cross terms. So do the field energies, because the field of $Q$ is independent of $x$ while that of $R$ averages to zero over $x$.

For $R$, the field energy and the energy of gradients along $z$ are not negative. The remaining stiffness is at least $a+g\pi^2/W^2$, which is positive for $W<W_c$.

For $Q$, the displacement $\mathcal D$ is constant in $z$, and (\ref{eq:D}) gives $E=(4\pi/\varepsilon_b)(\mathcal D-Q)$. Let $\bar Q$ be the average of $Q$ over the thickness. The field energy of the film is
\begin{equation}
\frac{\varepsilon_b}{8\pi}\int_0^tE^2dz
=\frac{2\pi}{\varepsilon_b}\left[t(\mathcal D-\bar Q)^2
+\int_0^t(Q-\bar Q)^2dz\right].
\end{equation}
The first term, together with the energy of the capacitor below, is what a uniform polarization $\bar Q$ would give, namely (\ref{eq:field}). The second adds $4\pi/\varepsilon_b$ to the stiffness of the part that varies with $z$. Now $4\pi/\varepsilon_b=1/(tc_b)$, which is not smaller than $1/[t(c+c_b)]$, and this exceeds $|a|$ when $s_0>0$. Such variation is therefore stable whenever the uniform mode is, and both conditions stand for any $P_z(x,z)$. In-plane components of the polarization are outside the model.

\section{Second half: the split state and real stacks}

\subsection{Symbols and results carried over}

The film has thickness $t$, width $W$ and energy density $aP^2/2+bP^4/4+gP'^2/2$ with $a<0$. The capacitance per area below the internal metal is $c$, and that of the film's background permittivity $\varepsilon_b$ is $c_b=\varepsilon_b/(4\pi t)$. The internal metal sits at potential $\langle P\rangle/(c+c_b)$, so only the mean polarization costs field energy. The uniform mode has stiffness $s_0=a+1/[t(c+c_b)]$ and the first split mode $s_1=a+g\pi^2/W^2$. The latter is negative for $W>W_c=\pi\ell$, where $\ell=\sqrt{g/|a|}$. The bulk polarization, at which $aP+bP^3=0$, is $P_0=\sqrt{|a|/b}$.

\subsection{The example}

The parameters are rough values in the regime of a hafnium-zirconium oxide film over silicon dioxide: $t=10$~nm, oxide thickness $d=2$~nm, $P_0=20~\mu$C/cm$^2$, $\varepsilon_b=25$ and oxide permittivity $\varepsilon_I=3.9$. The stiffness is $a=-0.12$~MV/cm per $\mu$C/cm$^2$, and $g=0.10$~(MV/cm)\,nm$^2$ per $\mu$C/cm$^2$. Then
\begin{equation}
\ell=\sqrt{\frac{0.10}{0.12}}~\text{nm}=0.913~\text{nm},\qquad
W_c=\pi\ell=2.87~\text{nm}=28.7~\text{\AA}.
\end{equation}
Taking the oxide alone as the capacitor below, $c=1.727$ and $c_b=2.214~\mu$F/cm$^2$, with sum 3.940. The limit $1/(|a|t)$ is $8.333~\mu$F/cm$^2$, so the capacitance condition holds:
\begin{equation}
\frac{s_0}{|a|}=\frac{8.333}{3.940}-1=1.11 .
\end{equation}
A semiconductor in series lowers $c$ and raises $s_0$ further. For a device 20~nm wide, however,
\begin{equation}
\frac{s_1}{|a|}=\left(\frac{2.868}{20}\right)^2-1=-0.98 ,
\end{equation}
so the split mode is almost as unstable as in an unbounded film.

With ideal metals and free edges, $P=0$ is unstable above the width $W_c$ whatever the capacitance below, and the 20~nm example exceeds $W_c=2.87$~nm although it meets the capacitance condition. What remains is to describe the split state and its cost in gain, and to see how the threshold changes without the internal metal, with other edges and in real stacks.

Numbers in the example were calculated in double precision.
